# The Bode slope rule at the loss-tangent maximum of a Debye dielectric

## Problem

A linear, isotropic dielectric without dc conduction has the permittivity

$$\varepsilon(\omega)=\varepsilon_\infty+\frac{\varepsilon_s-\varepsilon_\infty}{1+i\omega\tau}=\varepsilon'-i\varepsilon'',\qquad \varepsilon_s>\varepsilon_\infty>0 .$$

Permittivities are relative to vacuum, and fields vary as $e^{+i\omega t}$. The loss angle is $\delta=-\arg\varepsilon$, so that $\tan\delta=\varepsilon''/\varepsilon'$.

Suppose that only the modulus $|\varepsilon|$ is known near one frequency. The local Bode rule estimates the loss angle from the slope on a log-log plot:

$$\delta_B=-\frac{\pi}{2}\,\frac{d\ln|\varepsilon|}{d\ln\omega}.$$

The rule is exact for a power law: if $\varepsilon\propto(i\omega)^{-n}$ with $0<n<1$, the slope is $-n$ and the loss angle is $n\pi/2$.

(a) Find the frequency at which $\tan\delta$ is largest, and the loss angle $\delta_m$ there.

(b) Find $\delta_B$ at that frequency, expressed through $\delta_m$ alone. Is it too large or too small, and by what factor at most?

(c) The phase of this permittivity is fixed by its modulus at all frequencies. Derive that relation and use it to explain the error of the local rule.

(d) Evaluate the results for $\varepsilon_s=80$, $\varepsilon_\infty=5$ and $\tau=8$ ps.

## Hints

1. Use $x=\omega\tau$ and $r=\varepsilon_s/\varepsilon_\infty$. The maximum of $\tan\delta$ is not the maximum of $\varepsilon''$.
2. For (b), differentiate $\ln|\varepsilon|^2$, which is a difference of two simple logarithms. Then compare the slope with the sides of a right triangle whose angle is $\delta_m$.
3. For (c), locate the pole and the zero of $\varepsilon$ in the complex frequency plane, and apply Cauchy's theorem to $\ln(\varepsilon/\varepsilon_\infty)$. An integration by parts brings in the slope.

## Solution

### (a) The maximum

Multiply numerator and denominator of the relaxation term by $1-ix$:

$$\varepsilon'=\varepsilon_\infty+\frac{\varepsilon_s-\varepsilon_\infty}{1+x^2}=\frac{\varepsilon_s+\varepsilon_\infty x^2}{1+x^2},\qquad \varepsilon''=\frac{(\varepsilon_s-\varepsilon_\infty)x}{1+x^2}.$$

Their ratio, divided through by $\varepsilon_\infty$ and then by $x$, is

$$\tan\delta=\frac{(r-1)x}{r+x^2}=\frac{r-1}{x+r/x}.$$

The denominator obeys $x+r/x=(\sqrt{x}-\sqrt{r/x})^2+2\sqrt r\ge 2\sqrt r$, with equality at $x=\sqrt r$. Hence

$$\omega_m\tau=\sqrt r,\qquad \tan\delta_m=\frac{r-1}{2\sqrt r}.$$

A right triangle with legs $r-1$ and $2\sqrt r$ has the hypotenuse $\sqrt{(r-1)^2+4r}=r+1$. Since $\delta_m$ lies between 0 and $\pi/2$,

$$\sin\delta_m=\frac{r-1}{r+1},\qquad \cos\delta_m=\frac{2\sqrt r}{r+1}.$$

By contrast, $\varepsilon''\propto 1/(x+1/x)$ peaks at $x=1$. The loss tangent peaks higher because $\varepsilon'$ is still falling there.

### (b) The local estimate

Write the permittivity over one denominator, $\varepsilon=(\varepsilon_s+ix\varepsilon_\infty)/(1+ix)$. Then

$$\ln|\varepsilon|=\tfrac12\ln(\varepsilon_s^2+\varepsilon_\infty^2x^2)-\tfrac12\ln(1+x^2).$$

Because $d/d\ln x=x\,d/dx$, the slope is

$$\frac{d\ln|\varepsilon|}{d\ln\omega}=\frac{x^2}{r^2+x^2}-\frac{x^2}{1+x^2}.$$

At $x^2=r$ this becomes

$$\frac{r}{r^2+r}-\frac{r}{1+r}=\frac{1-r}{1+r}=-\sin\delta_m .$$

Therefore

$$\boxed{\;\delta_B(\omega_m)=\frac{\pi}{2}\sin\delta_m\;}$$

whereas the true loss angle is $\delta_m$. In degrees, the rule returns $90^\circ\times\sin\delta_m$.

The sine is strictly concave between 0 and $\pi/2$, so it lies above the chord joining its end points: $\sin\delta>2\delta/\pi$. It also lies below its tangent at the origin: $\sin\delta<\delta$. Together these give

$$\delta_m<\delta_B<\frac{\pi}{2}\,\delta_m .$$

The estimate is too large for every finite $r>1$, by a factor below $\pi/2\approx1.571$. Both ends of this range are approached:

- **Weak relaxation, $r\to1$.** Here $\sin\delta_m\to\delta_m$ and the factor tends to $\pi/2$. For $r=1.01$ the true angle is $0.285^\circ$ and the rule gives $0.448^\circ$. In this limit the absolute error is small, but the relative error is at its largest.
- **Strong relaxation, $r\to\infty$.** Both angles tend to $90^\circ$. For $r=10^4$ they are $88.85^\circ$ and $89.98^\circ$.

### (c) Why the local rule fails

**From modulus to phase.** The numerator of $\varepsilon$ vanishes at $\omega=ir/\tau$, and the denominator at $\omega=i/\tau$. Both points lie in the upper half-plane. The function $F(\omega)=\ln[\varepsilon(\omega)/\varepsilon_\infty]$ is therefore analytic in the lower half-plane, and it falls off as $1/\omega$ at large $|\omega|$.

Integrate $F(\omega)/(\omega-\omega_0)$ along the real axis, passing below the point $\omega_0>0$ on a small semicircle, and close the path by a large arc in the lower half-plane. The arc contributes nothing in the limit. The small semicircle runs counterclockwise through half a turn and contributes $i\pi F(\omega_0)$. Cauchy's theorem gives

$$P\!\!\int_{-\infty}^{\infty}\frac{F(\omega)}{\omega-\omega_0}\,d\omega+i\pi F(\omega_0)=0 .$$

On the real axis $F=L-i\delta$, with $L=\ln(|\varepsilon|/\varepsilon_\infty)$. The real part of the equation is

$$-\pi\,[-\delta(\omega_0)]+P\!\!\int_{-\infty}^{\infty}\frac{L(\omega)}{\omega-\omega_0}\,d\omega=0 .$$

Since $L$ is even in $\omega$, the negative half of the axis can be folded onto the positive half:

$$-\delta(\omega_0)=\frac1\pi P\!\!\int_0^\infty L(\omega)\left[\frac1{\omega-\omega_0}-\frac1{\omega+\omega_0}\right]d\omega
=\frac{2\omega_0}{\pi}P\!\!\int_0^\infty\frac{L(\omega)}{\omega^2-\omega_0^2}\,d\omega .$$

Set $\omega=\omega_0e^v$, so $d\omega=\omega\,dv$ and $2\omega_0\omega/(\omega^2-\omega_0^2)=1/\sinh v$. Because $1/\sinh v$ is odd, a constant may be subtracted from $L$ without changing the principal value:

$$-\delta(\omega_0)=\frac1\pi\int_{-\infty}^{\infty}\frac{L(v)-L(0)}{\sinh v}\,dv .$$

**Bringing in the slope.** Let $K(v)=\ln\coth(|v|/2)$, for which $dK/dv=-1/\sinh v$ on both sides of $v=0$. Integrate by parts. The boundary terms vanish at infinity, where $K\approx2e^{-|v|}$ and $L$ is bounded, and at $v=0$, where they behave as $v\ln|v|$. With $m=-d\ln|\varepsilon|/d\ln\omega$ for the slope magnitude,

$$\delta(\omega_0)=\frac1\pi\int_{-\infty}^{\infty}m(v)\,K(v)\,dv .$$

The area of the kernel follows from its expansion $K=2\sum_{n\ \mathrm{odd}}e^{-n|v|}/n$:

$$\int_{-\infty}^{\infty}K\,dv=4\sum_{n\ \mathrm{odd}}\frac1{n^2}=4\cdot\frac{\pi^2}{8}=\frac{\pi^2}{2}.$$

So the true angle is $\pi/2$ times the average of $m$ with the normalized weight $2K/\pi^2$. The local rule replaces this average by the value of $m$ at the centre.

**The slope near the maximum.** Put $x=\sqrt r\,e^{u}$, so that $u=\ln(\omega/\omega_m)$. From (b),

$$m=\frac{x^2}{1+x^2}-\frac{x^2}{r^2+x^2}=\frac{(r^2-1)x^2}{(1+x^2)(r^2+x^2)}
=\frac{(r^2-1)e^{2u}}{(1+re^{2u})(r+e^{2u})}.$$

The last denominator equals $e^{2u}(1+r^2+2r\cosh2u)$. Using $\cosh2u=1+2\sinh^2u$,

$$m(u)=\frac{r^2-1}{(r+1)^2+4r\sinh^2u}=\frac{\sin\delta_m}{1+\cos^2\!\delta_m\,\sinh^2u}.$$

The slope magnitude has its single peak at $u=0$, which is the frequency where the rule is applied. Any average over a finite width is smaller than this peak value, and hence $\delta_m<(\pi/2)\sin\delta_m$. For large $r$ the curve $m(u)$ acquires a plateau near 1, extending over the range where $2\cosh2u\ll r$. The permittivity then resembles a power law over the width of the kernel, and the rule becomes accurate.

**The condition on the zero.** The function $(\varepsilon_s-ix\varepsilon_\infty)/(1+ix)$ has the same modulus as $\varepsilon$, but its zero lies in the lower half-plane. At $x=\sqrt r$ its phase lag is $\arctan(1/\sqrt r)+\arctan\sqrt r=90^\circ$ for every $r$. The modulus determines the phase only together with the analyticity of $F$.

### (d) Numbers

The parameters give $r=16$ and $\omega_m\tau=4$, so the maximum lies at

$$f_m=\frac{4}{2\pi\times8\ \mathrm{ps}}=79.6\ \mathrm{GHz},$$

four times the frequency of the $\varepsilon''$ peak, $19.9$ GHz. There

$$\varepsilon=5+\frac{75}{1+4i}=5+\frac{75(1-4i)}{17}=9.41-17.65\,i .$$

Thus $\tan\delta_m=15/8=1.875$ and $\sin\delta_m=15/17=0.882$. The true loss angle is $61.9^\circ$. The local rule gives $90^\circ\times0.882=79.4^\circ$, which is $17.5^\circ$ too much, or a factor of 1.28. Numerical quadrature of the full integral in (c) returns $61.9^\circ$.

**Beside real liquids.** These are rough values in the regime of a strongly hydrogen-bonded polar liquid of small molecules at room temperature, studied by microwave dielectric spectroscopy. Real liquids depart from a single relaxation time, and the loss-tangent maximum lies well above the main loss peak, where faster processes matter. The table shows the effect of one change at a time, with assumed rough sizes. Each maximum of $\tan\delta$ was located numerically, and the slope was taken by finite differences of $\ln|\varepsilon|$.

| Change | $f_m$ (GHz) | True angle | Local rule |
|---|---|---|---|
| none | 79.6 | 61.9° | 79.4° |
| ionic conduction | 79.6 | 62.0° | 79.4° |
| spread of times | 81.9 | 60.4° | 76.7° |
| fast mode | 83.5 | 62.5° | 77.4° |
| inertia | 83.5 | 63.2° | 80.5° |
| warming by 10 K | 100.5 | 61.5° | 79.1° |

The changes are as follows.

- Conduction adds $\sigma/(i\omega\varepsilon_0)$, where $\varepsilon_0$ is the vacuum permittivity and $\sigma=0.1$ S/m. It also makes $\tan\delta$ diverge as $\omega\to0$, so the tabulated maximum is only a local one: below about 12 MHz the loss tangent is larger.
- The spread replaces $i\omega\tau$ by $(i\omega\tau)^{0.98}$, the Cole-Cole form.
- The fast mode turns 2 of the 5 units of $\varepsilon_\infty$ into a second Debye term with a time of 0.3 ps.
- Inertia divides the relaxation term by $1+i\omega\tau_I$, with $\tau_I=0.05$ ps.
- Warming from 300 to 310 K scales $\varepsilon_s$ as $1/T$ and $\tau$ with an activation energy of 0.2 eV, at fixed $\varepsilon_\infty$. This gives $\varepsilon_s=77.4$ and $\tau=6.2$ ps.

Warming moves the frequency by about a quarter but the angle by less than half a degree, because $\delta_m$ depends on $r$ and not on $\tau$. At these sizes the fast mode reduces the excess most, from $17.5^\circ$ to $14.9^\circ$; a broader spread of times would reduce it further (to $8.4^\circ$ for a Cole-Cole exponent of 0.8). With it, $90^\circ\times\sin\delta_m$ would be $79.8^\circ$, while the rule gives $77.4^\circ$: the boxed identity belongs to the single Debye term. For these assumed sizes the overestimate survives every change.

The probe must also be weak. For a field amplitude $E_0=1$ V/cm inside the liquid, the absorbed power density is $\tfrac12\omega_m\varepsilon_0\varepsilon''E_0^2$. With a heat capacity of 4 J/(cm³ K) and no heat removal, the liquid warms by about 0.1 K/s. In a long measurement this heat must be carried away, for instance by conduction to the cell walls, or reduced by pulsing the field. Dipole saturation is negligible here. For a free dipole $\mu=2$ D, the Langevin function $\coth a-1/a\approx a/3-a^3/45$, with $a=\mu E_0/k_BT$, gives a relative reduction $a^2/15\approx2\times10^{-15}$. This estimate omits local-field and correlation factors.

## Variation 1: away from the maximum

*At which frequencies does the local rule give the correct angle?*

With $x=\sqrt r\,e^u$, part (a) gives $\tan\delta=\tan\delta_m/\cosh u$. Hence

$$\sin^2\delta=\frac{\tan^2\delta}{1+\tan^2\delta}=\frac{\sin^2\delta_m}{\sin^2\delta_m+\cos^2\delta_m\cosh^2u}
=\frac{\sin^2\delta_m}{1+\cos^2\delta_m\sinh^2u}.$$

The last step uses $\cosh^2u=1+\sinh^2u$. Comparison with $m(u)$ yields

$$\delta_B=\frac{\pi}{2}\,\frac{\sin^2\delta}{\sin\delta_m}.$$

This reduces to $(\pi/2)\sin\delta$ only at the maximum. The rule is correct where $g(\delta)=(\pi/2)\sin^2\delta/\sin\delta_m-\delta$ vanishes with $\delta>0$. The function $g$ starts at zero with slope $-1$, is convex up to $\pi/4$ and concave beyond, and is positive at $\delta_m$. It therefore has one zero in between, which is reached once on each side of the maximum.

For the example, a numerical root search gives $\delta=37.1^\circ$, at 16.7 and 378 GHz. Between these frequencies the rule is too large, and outside them it is too small. At ten times $f_m$ the true angle is $20.4^\circ$ and the rule gives $12.4^\circ$. In the far wings $\delta$ falls as $e^{-|u|}$ but $\delta_B$ as $e^{-2|u|}$.

The errors balance over the whole spectrum. Integrating the relation in (c) over $\ln\omega_0$ turns the kernel into its area:

$$\int\delta\,d\ln\omega=\frac1\pi\cdot\frac{\pi^2}{2}\int m\,d\ln\omega=\frac{\pi}{2}\ln r=\int\delta_B\,d\ln\omega .$$

Both areas are 4.36 rad for $r=16$.

## Variation 2: the worst relaxation strength

*For which $r$ is the error at the loss-tangent maximum largest in degrees?*

The excess is $E(\delta_m)=(\pi/2)\sin\delta_m-\delta_m$. Its derivative $(\pi/2)\cos\delta_m-1$ vanishes at $\cos\delta_m=2/\pi$, and its second derivative $-(\pi/2)\sin\delta_m$ is negative, so this is the maximum. It lies at $\delta_m=50.5^\circ$. Solving $\sin\delta_m=(r-1)/(r+1)$ for $r$ gives

$$r=\frac{1+\sin\delta_m}{1-\sin\delta_m}=7.74 .$$

The excess there is about $18.9^\circ$, the largest that a single Debye term can show at its loss-tangent maximum. The example with $r=16$ lies close to it. For $r=2$, where $\sin\delta_m=1/3$, the rule gives $30^\circ$ against a true $19.5^\circ$: a smaller error in degrees, but a larger factor, 1.54.

Numerical values quoted here were computed with a short program.
